# Scale Length of a Bulk MOS Transistor from a Two-Region Tangent Equation

## Definitions and conventions

A planar gate insulator of thickness $t$ and permittivity $\varepsilon_i$ lies on a p-type semiconductor of permittivity $\varepsilon_s$ and uniform acceptor density $N$. The coordinate $x$ runs along the channel from source ($x=0$) to drain ($x=L$). The coordinate $y$ points into the semiconductor: the gate is at $y=-t$, the interface at $y=0$, and the long-channel depletion edge at $y=W$. The potential $\phi$ is measured from the neutral bulk. I write

$$r=\frac{\varepsilon_s}{\varepsilon_i},\qquad a=\frac{qN}{\varepsilon_s},\qquad k=\frac{\pi}{\lambda},$$

with $q$ the elementary charge. The scale length $\lambda$ is defined by a lateral decay $e^{-\pi x/\lambda}$, so the distance over which a disturbance falls by $e$ is $\lambda/\pi$.

Let $\phi_0(y)$ be the potential of a very long channel at the same gate voltage, and let $u=\phi-\phi_0$ be the excess caused by source and drain. The assumptions are:

1. Electrons in the channel contribute negligible charge (subthreshold operation).
2. The depleted layer contains the acceptor charge alone and ends abruptly.
3. The gate is an ideal conductor at fixed potential.
4. The depletion edge is a fixed plane $y=W$ held at the bulk potential.

The acceptor charge is the same in $\phi$ and $\phi_0$ and cancels in the difference. Hence

$$\partial_x(\varepsilon\,\partial_x u)+\partial_y(\varepsilon\,\partial_y u)=0,\qquad u(x,-t)=u(x,W)=0,$$

where $\varepsilon$ equals $\varepsilon_i$ or $\varepsilon_s$. With no added interface charge, $u$ and $\varepsilon\,\partial_y u$ are continuous at $y=0$.

## Lemma 1: the edge as an equipotential

The true edge is at the bulk potential wherever it lies. What assumption 4 adds is that it does not move.

**Lemma 1.** For a weak excess potential, the condition at the moving edge reduces at first order to $u(x,W)=0$.

**Proof.** In the depleted layer $\phi_0''=a$, and both $\phi_0$ and $\phi_0'$ vanish at the edge, so $\phi_0=\tfrac a2(W-y)^2$. Let the excess be $\eta u$ with $\eta$ small, and let the edge move to $W+\eta s(x)$. Zero potential there requires

$$0=\tfrac a2\eta^2s^2+\eta u(x,W)+\eta^2 s\,\partial_yu(x,W)+O(\eta^3).$$

The term of order $\eta$ gives $u(x,W)=0$. Zero field requires

$$0=a\eta s+\eta\,\partial_yu(x,W)+O(\eta^2),\qquad\text{so}\qquad s=-\frac{\partial_yu(x,W)}{a}.$$

The edge moves at first order, but because $\phi_0$ is flat there, the motion changes the potential only at second order. $\square$

A positive excess falls to zero at the edge, so $\partial_yu<0$ and $s>0$: the junctions push the edge deeper. The error is of first order in $s/W$. If the edge moves uniformly by $s$, the excess is $as(W-y)+as^2/2$, which extrapolates to zero at $W+s/2$. The lemma therefore loses accuracy well before the displacement is comparable with $W$.

**Remark: thermal tail of the holes.** Let $v=k_BT/q$. With Boltzmann holes, $\phi_0''=a(1-e^{-\phi_0/v})$. A weak excess varying slowly in $x$ obeys the linearised equation

$$u''=\frac av e^{-\phi_0/v}u .$$

Differentiating the equation for $\phi_0$ gives

$$(\phi_0')''=\frac av e^{-\phi_0/v}\phi_0',$$

so $\phi_0'$ is the solution that vanishes in the bulk. Where holes are negligible, $\phi_0''=a$ and $\phi_0'=-a(W_Q-y)$ for some constant $W_Q$. Integrating $\phi_0''$ from the interface to the bulk identifies it:

$$aW_Q=-\phi_0'(0)=a\int_0^\infty(1-e^{-\phi_0/v})\,dy .$$

Thus $W_Q$ is the depletion charge per area divided by $qN$. Seen from the depleted layer, the excess extrapolates to zero at this depth. The result holds for $k\to0$; the correction at finite $k$ is sized in the example.

## Lemma 2: the modes

**Lemma 2.** Nonzero solutions $u=e^{\pm kx}Y(y)$ exist for $k>0$ if and only if

$$D(k)=\cos kt\,\sin kW+r\sin kt\,\cos kW=0. \tag{1}$$

**Proof.** In each layer $Y''=-k^2Y$. The solutions that vanish at the outer planes are

$$Y=A\sin k(y+t)\ \ (y<0),\qquad Y=B\sin k(W-y)\ \ (y>0).$$

Continuity of $Y$ gives $A\sin kt=B\sin kW$. The derivative in the semiconductor is $-kB\cos k(W-y)$, so continuity of $\varepsilon Y'$ gives, after division by $k$,

$$\varepsilon_iA\cos kt=-\varepsilon_sB\cos kW.$$

These two linear equations for $A$ and $B$ have a nonzero solution when their determinant vanishes:

$$\sin kt\;\varepsilon_s\cos kW+\sin kW\;\varepsilon_i\cos kt=\varepsilon_iD(k)=0.\qquad\square$$

No mode has $k^2\le0$. Multiplying $(\varepsilon Y')'=-k^2\varepsilon Y$ by $Y$ and integrating by parts gives $\int\varepsilon Y'^2dy=k^2\int\varepsilon Y^2dy$. The left side is positive, since a constant $Y$ that vanishes at the gate is zero.

## Theorem

**Theorem.** Let $k_1$ be the smallest positive root of (1) and $\lambda=\pi/k_1$.

(a) For $t\ne W$, $\lambda$ is the largest root of

$$\boxed{\frac{1}{\varepsilon_i}\tan\frac{\pi t}{\lambda}+\frac1{\varepsilon_s}\tan\frac{\pi W}{\lambda}=0} \tag{2}$$

For $t=W$, $\lambda=2W$.

(b) If $t<W$, then $\max(W,2t)<\lambda<2W$. If $t>W$, then $\max(t,2W)<\lambda<2t$.

(c) For any potential profiles at the two channel ends, the weighted size $G(x)=\left(\int_{-t}^W\varepsilon u^2dy\right)^{1/2}$ satisfies

$$G(x)\le\frac{G(0)\sinh k_1(L-x)+G(L)\sinh k_1x}{\sinh k_1L}. \tag{3}$$

**Proof of (a) and (b).** Take $t<W$ first. For $0<kW<\pi/2$ all four trigonometric factors in $D$ are positive, so $D>0$. At $kW=\pi/2$, $D=\cos kt>0$. At $kW=\pi$, $D=-r\sin kt<0$, because $0<kt<\pi$. A root therefore lies in $\pi/2<kW<\pi$, which means $W<\lambda<2W$.

In that interval $\sin kW>0$ and $\cos kW<0$. If $kt\ge\pi/2$, then $\cos kt\le0$ and $\sin kt>0$, so $D<0$ and there is no root. If $kt<\pi/2$, then

$$D=\cos kt\cos kW\,(\tan kW+r\tan kt).$$

The prefactor does not vanish and the bracket increases with $k$, so there is one root, and it has $kt<\pi/2$, or $\lambda>2t$. Both cosines are nonzero at this root. Dividing $D=0$ by $\varepsilon_s\cos kt\cos kW$, with $r/\varepsilon_s=1/\varepsilon_i$, gives (2).

For $t>W$, the quantity $D/r$ has the same form with $t$ and $W$ exchanged and $r$ replaced by $1/r$, so the same argument applies. For $t=W$, $D=\tfrac12(1+r)\sin2kW$, whose first root is $kW=\pi/2$. Both tangents diverge there, which is why (2) misses this root while (1) keeps it.

**Proof of (c).** Let $Y_1$ be the mode belonging to $k_1$. By (b), $k_1t$ and $k_1W$ are both below $\pi$, so $Y_1$ can be taken positive between the outer planes. Any admissible $w(y)$ that vanishes at those planes can be written $w=Y_1f$, and

$$w'^2=Y_1^2f'^2+Y_1'\,(Y_1f^2)'.$$

To see this, expand the last term: it is $Y_1'^2f^2+2Y_1Y_1'ff'$. Multiply by $\varepsilon$ and integrate. The last term is integrated by parts. Its end values contain $Y_1f^2=w^2/Y_1$, which vanishes because $w$ and $Y_1$ both go to zero linearly; the interface contributions cancel because $\varepsilon Y_1'$ is continuous. With $(\varepsilon Y_1')'=-k_1^2\varepsilon Y_1$,

$$\int\varepsilon w'^2dy=\int\varepsilon Y_1^2f'^2dy+k_1^2\int\varepsilon w^2dy\ \ge\ k_1^2\int\varepsilon w^2dy. \tag{4}$$

Now set $F=G^2$. Then $F'=2\int\varepsilon uu_x\,dy$. Using $\varepsilon u_{xx}=-(\varepsilon u_y)_y$, integrating by parts in $y$, and applying (4) to $u$ at fixed $x$,

$$F''=2\int\varepsilon u_x^2dy+2\int\varepsilon u_y^2dy\ \ge\ 2\int\varepsilon u_x^2dy+2k_1^2F.$$

The Cauchy–Schwarz inequality gives $F'^2\le4F\int\varepsilon u_x^2dy$, so $F''\ge F'^2/(2F)+2k_1^2F$ where $F>0$. Since $G=F^{1/2}$,

$$G''=\frac{F''}{2F^{1/2}}-\frac{F'^2}{4F^{3/2}}\ \ge\ k_1^2G.$$

Let $H(x)$ be the right side of (3). It obeys $H''=k_1^2H$ and equals $G$ at both ends. If $G-H$ had a positive maximum inside the channel, then $G>0$ there and $(G-H)''\ge k_1^2(G-H)>0$, which is impossible at a maximum. So $G\le H$. $\square$

**Remark: meaning.** Part (c) makes $\lambda$ a property of the layers and not of the shape of source and drain: their profiles set amplitudes, while $G$ decays at least as fast as the first mode. The bound is on $G$, not on the potential at a given depth: the interface potential, measured against its own end value, can fall more slowly, as the example shows. The first mode itself attains the bound. At mid-channel the fraction reaching from one end is

$$\frac{\sinh(k_1L/2)}{\sinh k_1L}=\frac1{2\cosh(k_1L/2)}\approx e^{-\pi L/2\lambda},$$

with a relative error of order $e^{-\pi L/\lambda}$.

## The thin-insulator limit

**Proposition.** For $t\ll W$ and $rt\ll W$,

$$\boxed{\lambda\approx W+\frac{\varepsilon_s}{\varepsilon_i}\,t} \tag{5}$$

and the next term is

$$\lambda\approx W+rt-\frac{\pi^2r(r^2-1)t^3}{3(W+rt)^2}. \tag{6}$$

**Proof.** Put $\lambda=W+\delta$. Then $kW=\pi-k\delta$ and $\tan kW=-\tan k\delta$. Equation (2), multiplied by $\varepsilon_s$, becomes

$$\tan k\delta=r\tan kt. \tag{7}$$

For small arguments $\tan z\approx z$, so $\delta=rt$, which is (5). Keeping $\tan z\approx z+z^3/3$ and dividing by $k$,

$$\delta+\tfrac13k^2\delta^3=rt+\tfrac13k^2rt^3.$$

In the cubic term $\delta$ may be replaced by $rt$, which gives

$$\delta=rt+\tfrac13k^2(r-r^3)t^3=rt-\tfrac13k^2r(r^2-1)t^3.$$

To this order $k=\pi/(W+rt)$, which gives (6). $\square$

The weight $r$ has a direct reading. In a thin insulator $u$ rises linearly from the gate, so $u(0)=t\,\partial_yu(0^-)$. Continuity of displacement gives $\partial_yu(0^-)=r\,\partial_yu(0^+)$, hence $u(0)=rt\,\partial_yu(0^+)$. Seen from the semiconductor, the excess extrapolates to zero a distance $rt$ above the interface. The insulator acts as extra semiconductor of thickness $rt$, provided the sine is nearly straight over both $rt$ and $t$. For $r<1$ the second condition is the stricter one.

For small $t$, (6) shows that (5) is too large if $r>1$ and too small if $r<1$. If $r=1$, (7) gives $\delta=t$, and $\lambda=W+t$ holds without approximation.

**A second limit.** The linear formula grows without bound as $r$ increases, whereas part (b) keeps $\lambda$ below $2W$ for $t<W$. To find the approach to that ceiling at fixed $t<W$, put $kW=\pi/2+\xi$ with $\xi$ small. Then $\sin kW\approx1$, $\cos kW\approx-\xi$ and $kt\approx\pi t/2W$. Equation (1) becomes $\cos kt-r\xi\sin kt=0$, so

$$\xi\approx\frac1r\cot\frac{\pi t}{2W},\qquad \lambda=\frac{2W}{1+2\xi/\pi}\approx2W\left(1-\frac{2}{\pi r}\cot\frac{\pi t}{2W}\right).$$

As $r\to\infty$ the gate loses its hold on the interface, the slope $\partial_yu(0^+)$ goes to zero, and the depleted layer holds a quarter wave.

## Worked example: silicon with an SiO2 gate insulator

The inputs are $t=2.0$ nm, $\varepsilon_i=3.9\,\varepsilon_0$, $\varepsilon_s=11.7\,\varepsilon_0$ (so $r=3$), $N=2\times10^{18}$ cm$^{-3}$, $L=60$ nm and $T=300$ K. The long-channel surface potential is 0.85 V. From $\phi_0(0)=aW^2/2$,

$$W=\sqrt{\frac{2\varepsilon_s(0.85\ \mathrm V)}{qN}}=23.44\ \mathrm{nm}.$$

The linear formula gives $23.44+3(2.0)=29.44$ nm. The tangent equation gives $\lambda=28.82$ nm. At this root the angles are $\pi t/\lambda=0.2180$ and $\pi W/\lambda=2.5551$, with tangents $0.2215$ and $-0.6645$. Their ratio is $-3.00=-r$, as (2) demands. The linear formula is 2.15% above the root. The cubic term is $\pi^2(3)(8)(8)/[3(29.44)^2]=0.73$ nm, and (6) gives 28.71 nm.

As a test of the separation of variables, a two-dimensional finite-volume solution of Laplace's equation in the two layers, with one end wall at unit potential, gave 28.86 nm from its decay along the interface, 0.1% from the root.

The decay length is $\lambda/\pi=9.18$ nm. With $L/\lambda=2.08$, the first mode reaches mid-channel with the factor $e^{-\pi(2.08)/2}=0.038$. The second root of (1) corresponds to 13.86 nm, and its mode arrives with 0.0011. These factors multiply mode amplitudes, not the step in surface potential. For a single source wall at 1.05 V across the whole depleted layer, with the edge held flat, the first mode has an interface amplitude of 0.49 V while the surface step is 0.20 V, so 0.09 of the step remains at 30 nm.

**Thicker insulators.** With $W$ and $r$ held fixed:

| $t$ (nm) | tangent (nm) | linear (nm) | cubic (nm) |
|---|---|---|---|
| 1 | 26.34 | 26.44 | 26.33 |
| 2 | 28.82 | 29.44 | 28.71 |
| 4 | 32.61 | 35.44 | 31.42 |
| 8 | 37.43 | 47.44 | 29.48 |

At 8 nm, $rt=24$ nm exceeds $W$. The linear value then breaks the bound $2W=46.9$ nm, and the cubic estimate fails in the other direction.

An insulator of relative permittivity 20 and thickness 10.26 nm has the same $rt=6$ nm as the 2 nm oxide. Formula (5) cannot tell them apart, but (2) gives 31.15 nm instead of 28.82 nm at the same $W$. Equal capacitance per area therefore does not ensure equal scale length: the physical thickness matters too.

## What the model leaves out

**The hole tail.** The Debye length is 2.89 nm, not negligible beside $W$. With holes included and the gate potential held fixed, $W_Q=23.16$ nm and the linearised problem gives $\lambda=28.77$ nm. This is 0.84% above the root of (2) at $W=W_Q$. With the thermal voltage divided by 16, which shortens the Debye length fourfold, the difference falls to 0.013%. This supports the edge defined by charge. The abrupt-edge value of 28.82 nm is closer still to 28.77 nm, since its slightly larger $W$ offsets the finite-$k$ correction.

**Motion of the edge.** The largest departure from the linear decay was found near the junctions, where the edge moves. A nonlinear two-dimensional solution was made for a single junction 25 nm deep beside a long channel, with holes included and electrons left out. The junction was held at 1.05 V for a source, and at 2.05 V for a drain under 1.0 V bias. The depth at which the hole density is half of $N$ is 22.7 nm far away. At 10 nm from the junction it is 42 nm (source) and 51 nm (drain); at 30 nm it is 26 nm and 34 nm. At 10 nm from the junctions the displacement is thus comparable with $W$, and Lemma 1 does not apply there. Smaller displacements still matter: between 30 and 50 nm, where the edge has moved by about $0.04W$ (source) and $0.15W$ (drain), the decay of the interface potential corresponds to about 31 nm and 33 nm, against 29 nm with a flat edge.

The decay of the interface potential between 10 and 30 nm corresponds to a local scale length of 37.9 nm (source) and 38.1 nm (drain), about 32% above 28.8 nm. At 10 nm from the source the surface potential is 1.005 V, high enough that electrons are not negligible; including them classically raises the source value to about 39.5 nm. Between 80 and 100 nm the values are 28.9 nm on both sides, in agreement with the linear theory. A finer mesh lowers these local scale lengths by up to about 0.1 nm. Higher modes also alter the local slope. With the edge held flat at $W$ and all modes of (1) summed for the same junction potentials, the local scale length between 10 and 30 nm is 31.6 nm (source) and 29.9 nm (drain), so the higher modes account for the smaller part of the excess. That source and drain give nearly equal slopes despite different edge depths shows that inserting the local depth for $W$ in (2) would not be a reliable repair.

**Electrons.** Let $n_s$ be the surface electron density and $E_s=qNW/\varepsilon_s$ the surface field. The electron charge per area is about $qn_sv/E_s$. It varies as $e^{\phi/v}$, so its capacitance is $qn_s/E_s=(n_s/N)\,\varepsilon_s/W$, which is $n_s/N$ times that of the depleted layer. With $\psi_B$ the bulk Fermi potential, $n_s/N=e^{(0.85\,\mathrm V-2\psi_B)/v}$. Here $2\psi_B=0.988$ V and the ratio is 0.005. At a surface potential of $2\psi_B$ it would be one. Treated as a sheet of this capacitance at the interface, with $W$ fixed, the electrons shorten $\lambda$ by 0.02% at the ratio 0.005 and by about 3% at the ratio one, so assumption 1 is safe at the long-channel surface potential used here and weakens as threshold is approached. In the 60 nm channel the junctions raise the surface potential: a nonlinear solution with both junctions and without electrons puts its lowest value at 0.915 V for zero drain bias and 0.956 V for 1.0 V, where the ratio is about 0.06 and up to about 0.3. The same sheet estimate then shortens $\lambda$ by 0.2% and by up to about 1%; the density is higher towards the source. These electron densities are classical and too high. At the surface field of 0.73 MV/cm the lowest subband lies about 0.14 eV above the band edge, and a hard-wall model lowers the sheet density by a factor of a few tens.

**Gate depletion.** An n-type silicon gate with $10^{20}$ donors per cm$^3$ holds the balancing charge over 0.47 nm in the abrupt-depletion picture, and treating that edge as the equipotential raises $\lambda$ to 29.17 nm, by 1.2%. The picture is poor here: it implies a band bending of only $0.66\,k_BT$, the depth is about one Debye length (0.41 nm), and the gate is degenerate. Linearising about the actual screening profile gives an effective depth of 0.62 nm with Boltzmann and 0.72 nm with Fermi–Dirac statistics, and a rise of 1.6% to 1.8%.

**Fields and leakage.** The oxide field under the channel is 2.2 MV/cm, and 3.8 MV/cm where the gate overlaps the biased drain, both below the rough 10 MV/cm at which SiO2 breaks down. An abrupt one-sided drain junction would have a peak field of 1.1 MV/cm. Common empirical fits put avalanche breakdown at this doping near 1.7 to 2 MV/cm. Band-to-band tunnelling begins to matter near 1 MV/cm, and the field at a junction corner exceeds the planar value; the leakage is not computed here. The tunnelling factor through a rectangular oxide barrier of 3.1 eV, with mass 0.4 of the free electron's, is $1.2\times10^{-10}$. It is not a current and does not enter $\lambda$. The acceptor density is 0.07 of the valence-band density of states, so Boltzmann statistics for the holes is reasonable. Full ionisation of the acceptors is assumed. A single-level boron model (45 meV, degeneracy 4) ionises only about half of them in the neutral bulk, which would nearly double the electron ratio and move $W_Q$ by less than 0.1 nm.

**Beside real transistors.** The oxide thickness and doping are rough values for planar bulk transistors with gates somewhat below 100 nm. Uniform doping is a simplification: doping that varies with depth, or is raised near the junctions, changes $W$ and $\phi_0$. The junctions can also move the depletion edge, and in the calculation above the local scale length between 10 and 30 nm from a junction was about 38 nm instead of 29 nm. Every point of the 60 nm channel lies within 30 nm of a junction, so the factor 0.038 is likely to be optimistic here. A rule such as $L\ge2\lambda$ means that the first mode from each end reaches mid-channel with at most about $e^{-\pi}=0.043$ of its amplitude at that end. The two contributions add, and the mode amplitude can exceed the step in surface potential. Whether that suffices depends on the end amplitudes, the drain bias and the tolerated barrier lowering, and it presumes that the edge stays nearly flat. Further values are in the numerical output.

## Computed values

```
inputs: t = 2.0 nm, L = 60.0 nm, T = 300.0 K
relative permittivities: 3.9, 11.7; ratio 3.000
acceptors 2.0e+18 cm^-3, surface potential 0.85 V
built-in 1.05 V, drain bias 1.0 V, junction 25.0 nm
depletion depth W = 23.443 nm
gate potential above bulk reference = 1.285 V
scale length, tangent equation = 28.825 nm
linear estimate W + ratio t = 29.443 nm
linear estimate error = 2.15 %
cubic estimate = 28.715 nm
angles pi t/lam, pi W/lam = 0.2180, 2.5551 rad
their tangents = 0.2215, -0.6645
decay length lam/pi = 9.175 nm
second-mode scale length = 13.863 nm
mid-channel factor, first mode = 0.0380
mid-channel factor, second mode = 0.00112
L/lam = 2.082
2D Laplace scale length = 28.855 nm
largest determinant-lattice misfit = 1.2e-06
t = 1.0 nm: tangent 26.34 nm, linear 26.44 nm, cubic 26.33 nm
t = 2.0 nm: tangent 28.82 nm, linear 29.44 nm, cubic 28.71 nm
t = 4.0 nm: tangent 32.61 nm, linear 35.44 nm, cubic 31.42 nm
t = 8.0 nm: tangent 37.43 nm, linear 47.44 nm, cubic 29.48 nm
permittivity 20.0, t = 10.26 nm (same ratio*t): lam = 31.15 nm
Debye length = 2.89 nm
charge-defined W with holes = 23.158 nm
lam with hole tail = 28.769 nm
misfit to tangent equation at that W = 0.842 %
same misfit, thermal voltage/16 = 0.0130 %
lam on coarse column of 2D junction model = 28.78 nm
source side: local lam 10-30 nm 37.92 nm, 80-100 nm 28.86 nm
drain side: local lam 10-30 nm 38.13 nm, 80-100 nm 28.91 nm
half-hole depth, long channel = 22.72 nm
half-hole depth 10, 30 nm from source = 42.08, 25.96 nm
half-hole depth 10, 30 nm from drain = 51.44, 33.86 nm
twice the bulk Fermi potential = 0.988 V
electron/depletion capacitance estimate = 0.0048
gate doping 1e+20 cm^-3: gate depletion 0.469 nm, lam 29.173 nm
acceptors/valence density of states = 0.074
fields: silicon surface 0.73, oxide 2.18 MV/cm
one-sided drain junction peak field = 1.13 MV/cm
tunnel barrier 3.1 eV, mass 0.4 m0: WKB factor 1.2e-10
```
